# Field to reach a phonon threshold within one momentum lifetime: test program

```python
"""Field that brings a carrier from rest to a phonon threshold in one lifetime.

Result under test: F_th = sqrt(2 m E_ph) / (e tau), about 1.9e5 V/cm for
m = 0.5 m0, E_ph = 48 meV, tau = 28 fs.
m: effective mass; E_ph: phonon energy; tau: momentum lifetime (isotropic
scattering, so also the mean free-flight time); F: field magnitude.
Internal units: eV, nm, fs, V/nm; a charge e in a field F feels F eV/nm.
The program also sizes effects left out of this estimate for a channel with
rough parameters typical of monolayer MoS2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.stats import ncx2

rng = np.random.default_rng(731)
electron_mass = const.m_e / const.e * 1e12       # eV fs^2 / nm^2
hbar = const.hbar / const.e * 1e15               # eV fs
FIELD_TO_V_CM = 1e7                            # from V/nm
SPEED_TO_CM_S = 1e8                            # from nm/fs

mass_ratio = 0.5
mass = mass_ratio * electron_mass
phonon = 0.048
tau = 28.0
temperature = 300.0
thermal = const.k * temperature / const.e
gap = 2.0
upper_valley = 0.2
density_cm2 = 1e12
degeneracy = 4
saturation_cm_s = 3e6
conductance = 1e3                              # W / (cm^2 K)


def threshold_field(m, energy, lifetime):
    return np.sqrt(2 * m * energy) / lifetime


def trajectory_to_energy(field, energy, m, band_gap=np.inf):
    """Integrate the motion until the work done by the field equals energy."""
    def motion(t, state):
        position, momentum = state
        root = np.sqrt(1 + 2 * momentum**2 / (m * band_gap))
        return [momentum / (m * root), field]

    def reached(t, state):
        return field * state[0] - energy
    reached.terminal = True
    reached.direction = 1
    run = solve_ivp(motion, (0, 600), [0, 0], events=reached,
                    rtol=1e-10, atol=1e-12, max_step=0.5)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0], run.y_events[0][0]


def close_to_sample(sample, expected):
    """Agreement within five standard errors of the sample mean."""
    error = np.std(sample) / np.sqrt(len(sample))
    return abs(np.mean(sample) - expected) < 5 * error


# Main result against the integrated motion
field = threshold_field(mass, phonon, tau)
time_reached, (length, momentum) = trajectory_to_energy(field, phonon, mass)
assert abs(time_reached / tau - 1) < 1e-6
assert round(field * FIELD_TO_V_CM / 1e5, 1) == 1.9
assert abs(length / (field * tau**2 / (2 * mass)) - 1) < 1e-6
speed = momentum / mass
mobility = tau / mass                          # nm^2 / (V fs)
assert abs(speed / (mobility * field) - 1) < 1e-6
phase = phonon * tau / hbar
assert abs(momentum / hbar * length / phase - 1) < 1e-6

# Scaling with each parameter, tested on changed parameters
for fm, fe, ft in [(1.1, 1, 1), (1, 1.5, 1), (1, 1, 0.7)]:
    scaled = field * np.sqrt(fm * fe) / ft
    t_scaled, _ = trajectory_to_energy(scaled, fe * phonon, fm * mass)
    assert abs(t_scaled / (ft * tau) - 1) < 1e-6
heavy_field = threshold_field(1.1 * mass, phonon, tau)

# Random free flights from rest
flight_times = rng.exponential(tau, 400_000)
for factor in (0.5, 1.0, 2.0):
    energies = (factor * field * flight_times)**2 / (2 * mass)
    assert close_to_sample(energies > phonon, np.exp(-1 / factor))
end_energies = (field * flight_times)**2 / (2 * mass)
assert close_to_sample(end_energies, 2 * phonon)
ten_percent_field = field / np.log(10)


# Many elastic, isotropic collisions without energy loss
def elastic_energies(applied, duration, count=200_000):
    px, py = np.zeros(count), np.zeros(count)
    remaining = np.full(count, float(duration))
    while np.any(remaining > 0):
        step = np.minimum(rng.exponential(tau, count), remaining)
        px += applied * step
        remaining -= step
        scatter = remaining > 0
        size = np.hypot(px[scatter], py[scatter])
        angle = rng.uniform(0, 2 * np.pi, size.size)
        px[scatter] = size * np.cos(angle)
        py[scatter] = size * np.sin(angle)
    return (px**2 + py**2) / (2 * mass)


def elastic_field(lifetimes):
    return field / np.sqrt(2 * (lifetimes - 1 + np.exp(-lifetimes)))


for lifetimes in (1, 3, 10):
    sample = elastic_energies(elastic_field(lifetimes), lifetimes * tau)
    assert close_to_sample(sample, phonon)
heating_field = elastic_field(10)

# Thermal starting momenta in two dimensions
start = rng.normal(0, np.sqrt(mass * thermal), (2, 400_000))
start_energy = np.sum(start**2, axis=0) / (2 * mass)
final_energy = ((start[0] + field * tau)**2 + start[1]**2) / (2 * mass)
warm_fraction = np.exp(-phonon / thermal)
final_fraction = ncx2.sf(2 * phonon / thermal, 2, 2 * phonon / thermal)
assert close_to_sample(start_energy > phonon, warm_fraction)
assert close_to_sample(final_energy > phonon, final_fraction)
assert close_to_sample(final_energy, thermal + phonon)
warm_field = field * np.sqrt(1 - thermal / phonon)
warm_energy = ((start[0] + warm_field * tau)**2 + start[1]**2) / (2 * mass)
assert close_to_sample(warm_energy, phonon)

# Nonparabolic band and higher energies
curved_field = field * np.sqrt(1 + phonon / gap)
t_curved, _ = trajectory_to_energy(curved_field, phonon, mass, gap)
assert abs(t_curved / tau - 1) < 1e-6


def flight_ratio(energy):
    return np.sqrt(energy * (1 + energy / gap) / phonon)


for energy in (upper_valley, gap):
    t_high, _ = trajectory_to_energy(field, energy, mass, gap)
    assert abs(t_high / (tau * flight_ratio(energy)) - 1) < 1e-6
valley_chance = np.exp(-flight_ratio(upper_valley))
gap_chance = np.exp(-flight_ratio(gap))

# Tunnelling exponent by integrating the decay constant through the gap
tunnel_exponent = np.pi * np.sqrt(2 * mass) * gap**1.5 / (4 * hbar * field)
decay_integral = quad(
    lambda u: np.sqrt(2 * mass * u * (1 - u / gap)) / hbar, 0, gap)[0]
assert abs(2 * decay_integral / field / tunnel_exponent - 1) < 1e-6

# Degeneracy: recover the density by integrating the Fermi function
density = density_cm2 * 1e-14                  # nm^-2
states_per_energy = degeneracy * mass / (2 * np.pi * hbar**2)
filling = density / (states_per_energy * thermal)
bottom_occupation = 1 - np.exp(-filling)
chemical = thermal * np.log(np.expm1(filling))


def occupation(energy):
    return 1 / (np.exp((energy - chemical) / thermal) + 1)


density_check = states_per_energy * quad(occupation, 0, 40 * thermal)[0]
assert abs(density_check / density - 1) < 1e-6
assert abs(occupation(0) / bottom_occupation - 1) < 1e-9

# Joule heating at a rough saturated velocity
field_cm = field * FIELD_TO_V_CM
power = const.e * density_cm2 * saturation_cm_s * field_cm
temperature_rise = power / conductance


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("input mass", mass_ratio, "m0")
show("input phonon energy", phonon * 1e3, "meV")
show("input momentum lifetime", tau, "fs")
show("input temperature", temperature, "K")
show("input gap (rough)", gap, "eV")
show("input higher valley energy (rough)", upper_valley, "eV")
show("input carrier density", density_cm2, "cm^-2")
show("input spin-valley degeneracy", degeneracy)
show("input saturation velocity (rough)", saturation_cm_s, "cm/s")
show("input thermal conductance (rough)", conductance, "W/(cm^2 K)")
show("threshold momentum", momentum * const.e * 1e-6, "kg m/s", 4)
show("threshold field", field_cm, "V/cm", 4)
show("threshold field, converted", field_cm / 1e6, "MV/cm", 4)
show("time to threshold from integrated motion", time_reached, "fs", 6)
show("distance travelled", length, "nm")
show("voltage across 100 nm at threshold field", field * 100, "V")
show("final velocity", speed * SPEED_TO_CM_S, "cm/s")
show("low-field mobility", mobility * 10, "cm2/Vs")
show("final / saturation velocity",
     speed * SPEED_TO_CM_S / saturation_cm_s)
show("field for 10 percent heavier mass",
     heavy_field * FIELD_TO_V_CM, "V/cm", 4)
show("fraction of flights reaching threshold", np.exp(-1))
show("mean energy at end of random flight", 2 * phonon * 1e3, "meV")
show("field for 10 percent of flights to reach threshold",
     ten_percent_field * FIELD_TO_V_CM, "V/cm")
show("field for mean threshold energy after 10 elastic lifetimes",
     heating_field * FIELD_TO_V_CM, "V/cm")
show("thermal energy", thermal * 1e3, "meV")
show("thermal fraction above threshold before flight", warm_fraction)
show("thermal fraction above threshold after flight", final_fraction)
show("field for mean threshold energy from thermal start",
     warm_field * FIELD_TO_V_CM, "V/cm")
show("final wave number times distance", phase)
show("lifetime broadening hbar/tau", hbar / tau * 1e3, "meV")
show("threshold field with nonparabolic band",
     curved_field * FIELD_TO_V_CM, "V/cm", 4)
show("nonparabolic field increase", (curved_field / field - 1) * 100, "%")
show("flight time to higher valley / lifetime", flight_ratio(upper_valley))
show("chance of flight reaching higher valley", valley_chance)
show("flight time to gap energy / lifetime", flight_ratio(gap))
show("chance of flight reaching gap energy", gap_chance)
show("tunnelling exponent", tunnel_exponent)
show("occupation of band bottom", bottom_occupation)
show("Joule power per area", power, "W/cm^2")
show("temperature rise", temperature_rise, "K")
print("done: every assertion held")
```

Running it gives:

```
input mass: 0.5 m0
input phonon energy: 48 meV
input momentum lifetime: 28 fs
input temperature: 300 K
input gap (rough): 2 eV
input higher valley energy (rough): 0.2 eV
input carrier density: 1e+12 cm^-2
input spin-valley degeneracy: 4
input saturation velocity (rough): 3e+06 cm/s
input thermal conductance (rough): 1e+03 W/(cm^2 K)
threshold momentum: 8.37e-26 kg m/s
threshold field: 1.866e+05 V/cm
threshold field, converted: 0.1866 MV/cm
time to threshold from integrated motion: 28 fs
distance travelled: 2.57 nm
voltage across 100 nm at threshold field: 1.87 V
final velocity: 1.84e+07 cm/s
low-field mobility: 98.5 cm2/Vs
final / saturation velocity: 6.13
field for 10 percent heavier mass: 1.957e+05 V/cm
fraction of flights reaching threshold: 0.368
mean energy at end of random flight: 96 meV
field for 10 percent of flights to reach threshold: 8.1e+04 V/cm
field for mean threshold energy after 10 elastic lifetimes: 4.4e+04 V/cm
thermal energy: 25.9 meV
thermal fraction above threshold before flight: 0.156
thermal fraction above threshold after flight: 0.608
field for mean threshold energy from thermal start: 1.27e+05 V/cm
final wave number times distance: 2.04
lifetime broadening hbar/tau: 23.5 meV
threshold field with nonparabolic band: 1.888e+05 V/cm
nonparabolic field increase: 1.19 %
flight time to higher valley / lifetime: 2.14
chance of flight reaching higher valley: 0.118
flight time to gap energy / lifetime: 9.13
chance of flight reaching gap energy: 0.000109
tunnelling exponent: 431
occupation of band bottom: 0.0884
Joule power per area: 8.97e+04 W/cm^2
temperature rise: 89.7 K
done: every assertion held
```
